# Chebyshev Expansion of Resolvents with Jackson and Lorentz Kernels

## Definitions and conventions

Let $H$ be a Hermitian matrix and $|s\rangle$ a normalized state. We want the diagonal resolvent and its spectral density,

$$G(z)=\langle s|(z-H)^{-1}|s\rangle,\qquad \rho(E)=-\frac1\pi\,\mathrm{Im}\,G(E+i0).$$

Choose a centre $b$ and a half-width $a$ so that $h=(H-b)/a$ has its spectrum inside $(-1,1)$. Real energies are written $E=b+a\cos\theta$, $0<\theta<\pi$. The Chebyshev polynomials are $T_n(\cos\theta)=\cos n\theta$, and the moments are $\mu_n=\langle s|T_n(h)|s\rangle$. We keep $N$ of them, $n=0,\dots,N-1$. The symbol $c_n$ means $c_0=1$ and $c_n=2$ for $n\ge1$.

The scaling is essential: outside the interval $T_n(\cosh u)=\cosh nu$ grows exponentially, so an eigenvalue left outside, at $\cosh u$, contributes its weight in $|s\rangle$ times $\cosh nu$ and swamps the moments once this product is much larger than 1.

## Two sites and three moments

Take $a=1$, $b=0$ and two sites coupled by $1/4$:

$$h=\begin{pmatrix}0&1/4\\1/4&0\end{pmatrix},\qquad |s\rangle=\begin{pmatrix}1\\0\end{pmatrix}.$$

The levels are $\pm1/4$, each with weight $1/2$. Since $T_{n+1}(x)=2xT_n(x)-T_{n-1}(x)$, the vectors $|\alpha_n\rangle=T_n(h)|s\rangle$ are

$$\alpha_0=(1,0),\quad \alpha_1=(0,\tfrac14),\quad \alpha_2=2h\alpha_1-\alpha_0=(-\tfrac78,0).$$

Hence $\mu_0=1$, $\mu_1=0$, $\mu_2=-7/8$.

A density on $(-1,1)$ has the expansion $\rho(\cos\theta)=\frac{1}{\pi\sin\theta}\sum_n c_n\mu_n\cos n\theta$. To check it, multiply by $\cos m\theta$ and integrate over $dx=\sin\theta\,d\theta$; orthogonality of the cosines returns $\mu_m$. Cut after three moments, it is

$$\rho_3=\frac{1-\frac74\cos2\theta}{\pi\sin\theta}.$$

Near $\theta=0$ the numerator is $-3/4$, a negative density. The remedy is to multiply $\mu_n$ by factors $g_n$ with $g_0=1$. They act through the angular kernel

$$K(\varphi)=\frac1{2\pi}\sum_{n=0}^{N-1}c_ng_n\cos n\varphi .$$

To make $K$ positive for $N=3$, write it as a square, $2\pi K=|a_0+a_1e^{i\varphi}+a_2e^{2i\varphi}|^2$ with real $a_\nu$. Multiplying out gives

$$g_0=a_0^2+a_1^2+a_2^2=1,\quad g_1=a_0a_1+a_1a_2,\quad g_2=a_0a_2 .$$

A narrow kernel has $g_1$ close to 1. For fixed $a_1$, the sum $a_0+a_2$ is largest at $a_0=a_2$, so $g_1=2a_0a_1$ with $2a_0^2+a_1^2=1$. The maximum is at $a_1=\sqrt2\,a_0$, hence $a=(\frac12,\frac1{\sqrt2},\frac12)$, $g_1=1/\sqrt2$ and $g_2=1/4$. Then

$$K=\frac1{2\pi}\left(\cos\varphi+\tfrac1{\sqrt2}\right)^2,\qquad \rho_3=\frac{1-\frac7{16}\cos2\theta}{\pi\sin\theta}>0 .$$

This is the Jackson kernel for $N=3$. Three moments cannot separate the two levels, but the density is now positive.

## The resolvent series

For complex $z$ off $[-1,1]$, let $w=z-\sqrt{z^2-1}$, with the branch of the root that behaves as $z$ at infinity. Then $|w|<1$, $z=(w^{-1}+w)/2$ and $\sqrt{z^2-1}=(w^{-1}-w)/2$. With $x=\cos\phi$, summing two geometric series gives

$$\sum_{n\ge0}c_nw^n\cos n\phi=\frac{1-w^2}{1-2w\cos\phi+w^2}=\frac{w^{-1}-w}{w^{-1}+w-2x}=\frac{\sqrt{z^2-1}}{z-x}.$$

Therefore

$$\frac1{z-x}=\frac1{\sqrt{z^2-1}}\sum_{n\ge0}c_nw^nT_n(x).$$

Since $|T_n|\le1$, stopping after $N$ terms costs at most $2|w|^N/[|\sqrt{z^2-1}|(1-|w|)]$.

As $z\to\cos\theta+i0$, the root tends to $i\sin\theta$ and $w\to e^{-i\theta}$. Geometric convergence is lost, and this is where the factors $g_n$ enter. Restoring the scale, $(E-H)^{-1}=a^{-1}(\cos\theta-h)^{-1}$, we define

$$G_N(E)=\frac{-i}{a\sin\theta}\sum_{n=0}^{N-1}c_ng_n\mu_ne^{-in\theta}.$$

Its density $\rho_N=-\mathrm{Im}\,G_N/\pi$ has $\cos n\theta$ in place of $e^{-in\theta}$ and prefactor $1/(\pi a\sin\theta)$. For a level at angle $\theta_0$, $\mu_n=\cos n\theta_0$, and $2\cos n\theta\cos n\theta_0=\cos n(\theta-\theta_0)+\cos n(\theta+\theta_0)$ yields

$$\rho_N(E)=\frac{K(\theta-\theta_0)+K(\theta+\theta_0)}{a\sin\theta}.$$

A non-negative $K$ thus gives a non-negative density for every spectrum. Throughout, a kernel or density called positive may touch zero at isolated points.

The real part is consistent with this density. Inserting the series for $1/(z-\cos\theta')$ and using orthogonality,

$$\frac1\pi\int_0^\pi\frac{\cos n\theta'}{z-\cos\theta'}\,d\theta'=\frac{w^n}{\sqrt{z^2-1}} .$$

So the sum with $w^n$ is the transform $\int\rho_N(E')/(\zeta-E')\,dE'$ at $\zeta=b+az$. It is analytic in the upper half-plane, as a causal function must be.

## The Jackson kernel for any N

"Optimal resolution" needs a criterion. We minimize the mean of $4\sin^2(\varphi/2)=2-2\cos\varphi$, the squared chord on the unit circle, among positive even kernels of degree at most $N-1$. Because $\int K\cos\varphi\,d\varphi=g_1$, this mean is $2(1-g_1)$.

**Every positive kernel is a square.** Let $2\pi K$ have actual degree $d$. With $s=e^{i\varphi}$, $2\pi Ks^d$ is a polynomial of degree $2d$. As $K$ is real, its roots off the unit circle come in pairs $r,1/r^*$; as $K$ does not change sign, roots on the circle have even multiplicity. For $|s|=1$, $|s-1/r^*|=|s-r|/|r|$. Taking one root from each pair, and half of those on the circle, gives $2\pi K=|\sum_{\nu=0}^{N-1}a_\nu e^{i\nu\varphi}|^2$.

**The best square.** Normalization is $\sum|a_\nu|^2=1$, and $g_1=\mathrm{Re}\sum_\nu a_\nu^*a_{\nu+1}$. This is the expectation value of a matrix with $1/2$ next to the diagonal and zeros elsewhere. Its eigenvalue equation,

$$\tfrac12(a_{\nu-1}+a_{\nu+1})=\ell a_\nu,\qquad a_{-1}=a_N=0,$$

is solved by $a_\nu\propto\sin[k(\nu+1)]$, $\ell=\cos k$, $k=j\pi/(N+1)$, $j=1,\dots,N$. The largest eigenvalue has $j=1$ and is not degenerate, so the optimum is unique. With $q=\pi/(N+1)$,

$$g_1=\cos q,\qquad \Delta\varphi_{\rm rms}=\sqrt{2(1-\cos q)}=2\sin\frac q2\simeq\frac\pi N .$$

Here $\Delta\varphi_{\rm rms}$ denotes the rms chord, which is close to the rms angle when the tails are light.

For 12 moments, a linear program that maximizes $g_1$ with positivity imposed on a grid, without assuming a square, gives 0.970942. The formula $\cos(\pi/13)$ gives the same six digits.

**The factors.** Since $\sum_{k=1}^N\sin^2qk=(N+1)/2$, the normalized overlap is

$$g_n=\frac2{N+1}\sum_{k=1}^{N-n}\sin qk\,\sin q(k+n)
=\frac1{N+1}\left[(N-n)\cos qn-\sum_{k=1}^{N-n}\cos q(2k+n)\right].$$

The last sum is $\sin[(N-n)q]\cos[(N+1)q]/\sin q=-\sin[(n+1)q]/\sin q$, because $(N+1)q=\pi$. Expanding $\sin[(n+1)q]$,

$$g_n^J=\frac{(N-n+1)\cos qn+\cot q\,\sin qn}{N+1}.$$

For $N=3$ this returns $1/\sqrt2$ and $1/4$.

**The shape.** Let $A=\sum_{k=1}^N\sin(qk)e^{ik\varphi}$. Multiply $\sin q(k+1)+\sin q(k-1)=2\cos q\sin qk$ by $e^{ik\varphi}$ and sum over $k$. The shifted sums are $e^{-i\varphi}A-\sin q$ and $e^{i\varphi}A-\sin q\,e^{i(N+1)\varphi}$, so

$$2(\cos\varphi-\cos q)A=\sin q\,[1+e^{i(N+1)\varphi}],$$

$$K_J=\frac{|A|^2}{\pi(N+1)}=\frac{\sin^2q\,\cos^2[(N+1)\varphi/2]}{\pi(N+1)(\cos\varphi-\cos q)^2}.$$

For $q\ll|\varphi|\ll1$ the tails oscillate under an envelope that falls as $\varphi^{-4}$.

**What is not optimal.** The Fejér factors $1-n/N$ are also positive, with $g_1=1-1/N$ and rms chord $\sqrt{2/N}$. For $N=256$ the rms chords are 0.0122 (Jackson) and 0.0884 (Fejér); the output lists them as angular rms widths. The rms angles themselves are 0.0122 and 0.1041 rad, because the chord understates Fejér's distant tails. The full widths at half height have the opposite order: 0.0291 and 0.0217 rad. Fejér has the narrower core and the heavier tails, so the claim of optimality belongs to the mean squared chord, not to the width at half height.

**Width in energy.** Under the kernel, the mean of $\cos n\theta$ is $g_n\cos n\theta_0$. For a level at $x=\cos\theta_0$ the variance of $E$ is therefore

$$\sigma_E^2=a^2\left[\frac{1+g_2(2x^2-1)}2-g_1^2x^2\right]
=a^2\left[\frac{1-g_2}2+x^2(g_2-g_1^2)\right].$$

From the formula for $g_n$, $g_2=(N\cos2q+1)/(N+1)$. Thus $(1-g_2)/2=N\sin^2q/(N+1)$ and $g_2-g_1^2=-(N-1)\sin^2q/(N+1)$, so that

$$\sigma_E=a\sin q\sqrt{\frac{N-(N-1)x^2}{N+1}} .$$

Away from the edges this is about $a\pi\sin\theta_0/N$. At $|x|=1$ it is about $a\pi/N^{3/2}$. The kernel has the same angular width for every level; the width in energy depends on where the level lies.

## The Lorentz kernel and a complex energy

A finite imaginary energy has a definite signature in the series: it makes $|w|<1$. Put $w=e^{-i\theta-\kappa}$, $\kappa>0$. Then

$$z=\cos(\theta-i\kappa)=\cos\theta\cosh\kappa+i\sin\theta\sinh\kappa,\qquad \sqrt{z^2-1}=i\sin(\theta-i\kappa),$$

and $w^n=e^{-n\kappa}e^{-in\theta}$. Exponential factors $g_n=e^{-n\kappa}$ are thus equivalent to a complex energy. Comparing the prefactors, the infinite damped series is

$$G^{(\kappa)}(E)=\frac{\sin(\theta-i\kappa)}{\sin\theta}\,G\big(b+a\cos(\theta-i\kappa)\big).$$

The prefactor equals $\cosh\kappa-i\cot\theta\sinh\kappa$. It is close to 1, and the shift of the real part is small, when $\kappa\ll\sin\theta$. Then $G^{(\kappa)}(E)\approx G(E+i\eta)$ with

$$\eta(E)=a\sin\theta\,\sinh\kappa\approx a\kappa\sin\theta .$$

This $\eta$ depends on energy, and the identification fails within an angle of order $\kappa$ of the edges of the scaled interval.

With $N$ moments the exponential must be cut off. The Lorentz factors do this smoothly:

$$g_n^L=\frac{\sinh[\lambda(1-n/N)]}{\sinh\lambda},\qquad \kappa=\frac\lambda N .$$

They vanish at $n=N$. Writing the hyperbolic functions as exponentials gives

$$g_n^L-e^{-n\kappa}=-e^{-\lambda}\frac{\sinh n\kappa}{\sinh\lambda}.$$

**Closed form.** Extend $g_n^L$ evenly to $-N\le n\le N$ and let $S=\sum_ng_n^Le^{in\varphi}=2\pi K_L$. For $0<|n|<N$, $g_{n+1}+g_{n-1}-2\cosh\kappa\,g_n=0$. At $n=0$ the left side is $-2\sinh\kappa\coth\lambda$, and at $n=\pm N$ it is $\sinh\kappa/\sinh\lambda$. Multiplying by $e^{in\varphi}$ and summing,

$$2(\cos\varphi-\cosh\kappa)S=-2\sinh\kappa\coth\lambda+2\cos N\varphi\,\frac{\sinh\kappa}{\sinh\lambda},$$

$$K_L=\frac1{2\pi}\,\frac{\sinh\kappa}{\cosh\kappa-\cos\varphi}\;\frac{\cosh\lambda-\cos N\varphi}{\sinh\lambda}.$$

The first fraction, with $1/2\pi$, is the kernel of pure exponential damping. For small $\kappa$ and $\varphi$ it becomes $\kappa/[\pi(\varphi^2+\kappa^2)]$, a Lorentzian. The second is a positive ripple between $\tanh(\lambda/2)$ and $\coth(\lambda/2)$. The kernel is positive for every $\lambda>0$. As $\lambda\to0$ at fixed $N$, $g_n^L\to1-n/N$, the Fejér case, and the likeness to a Lorentzian is lost.

**Error of the imitation.** Subtract $G^{(\kappa)}$ from $G_N$ and use $|\mu_n|\le1$:

$$|G_N-G^{(\kappa)}|\le\frac2{a\sin\theta}\left[\frac{e^{-\lambda}}{\sinh\lambda}\sum_{n=1}^{N-1}\sinh n\kappa+\sum_{n\ge N}e^{-n\kappa}\right].$$

Comparing the first sum with an integral bounds it by $(\cosh\lambda-1)/\kappa$; divided by $\sinh\lambda$ this is $\tanh(\lambda/2)/\kappa\le1/\kappa$. The second sum is $e^{-\lambda}[1+1/(e^\kappa-1)]\le e^{-\lambda}(1+1/\kappa)$. Hence

$$|G_N-G^{(\kappa)}|\le\frac{2e^{-\lambda}}{a\sin\theta}\left(\frac2\kappa+1\right).$$

At fixed $N$, a larger $\lambda$ brings $G_N$ closer to $G^{(\kappa)}$ and broadens the line. It also raises $\kappa$, so the further step from $G^{(\kappa)}$ to $G(E+i\eta)$ becomes less accurate; agreement with $G(E+i\eta)$ is best at an intermediate $\lambda$. The width is nearly proportional to $\lambda$ once $\lambda$ is large enough for the ripple to be weak, provided that $\kappa=\lambda/N$ is still small. The Jackson factors are not exponential in $n$, so they cannot be absorbed into $w^n$ in this way.

## The algorithm

1. Choose $a,b$ with the whole spectrum of $h$ inside $(-1,1)$.
2. Start from $\alpha_0=s$, $\alpha_1=hs$ and iterate $\alpha_{n+1}=2h\alpha_n-\alpha_{n-1}$.
3. From $2T_mT_n=T_{m+n}+T_{|m-n|}$, obtain two moments per product:
$$\mu_{2n}=2\langle\alpha_n|\alpha_n\rangle-\mu_0,\qquad \mu_{2n+1}=2\langle\alpha_{n+1}|\alpha_n\rangle-\mu_1 .$$
4. Choose Jackson factors for a positive density with the least mean squared chord, or Lorentz factors for a Lorentzian line, and sum $G_N(E)$.
5. If a constant $\eta$ is required, set $g_n=1$ and use the off-axis series at $z=(E-b+i\eta)/a$. Choose $N$ from its truncation bound.

For a given $N$, the same moments serve every kernel and every real energy inside the scaled interval. In step 5, a smaller $\eta$ brings $|w|$ closer to 1 and requires more moments.

## A chain with one shifted site

Consider an infinite chain with hopping $-t$ between neighbours and one site shifted by $U=1.5t$. Energies are in units of $t$. The clean chain has energies $-2\cos k$, so its local resolvent is the average of $1/(z+2\cos k)$ over $k$. By the integral above with $n=0$, this is $G_0=1/\sqrt{z^2-4}$. The shift gives $G=G_0+G_0UG$, hence

$$G(z)=\frac1{\sqrt{z^2-4}-U}.$$

Inside the band the root is $i\sqrt{4-E^2}$, and $\rho=\sqrt{4-E^2}/[\pi(4-E^2+U^2)]$. Above the band there is a pole where the root equals $U$: $E_b=\sqrt{4+1.5^2}=2.5$. Its weight is the inverse derivative of the root, $U/E_b=0.6$.

We take $a=3$, $b=0$, $N=256$ and $\lambda=4$. A chain with $R$ sites on each side of the shifted one gives correct moments until a closed walk can pass its end, at $n=2(R+1)$. For $R=5$ the first wrong moment is $n=12$. Two walks are missing, each contributing $(1/a)^{12}$, and $T_{12}$ has leading coefficient $2^{11}$, so the gap is $(2/3)^{12}=0.0077$, as found. With $R=128$ all 256 moments are those of the infinite chain, up to rounding. They cost 128 products.

**Off the axis.** At $z=0.5+0.3i$, before scaling, $|w|=0.904$. The series with 256 moments and no kernel reproduces the directly solved $G=-0.24241391-0.33395865i$ to all printed digits. With 64 moments the error is $5.5\times10^{-4}/t$, below the bound $1.1\times10^{-2}/t$.

**The continuum.** At $E=1$ the exact density is $0.1050/t$. Jackson gives 0.1050, Lorentz 0.1061 and the bare truncation 0.1805. Without a kernel, $g_n=1$ and the cosine sum is $K=\sin[(N-\frac12)\varphi]/[2\pi\sin(\varphi/2)]$. At fixed distance from the bound state its amplitude does not decrease with $N$, so the sharp level can disturb the whole band. The lowest bare density on the energy grid is $-6.6/t$, at $E=2.53t$ in the first side lobe of the bound state; inside the band it dips to about $-0.24/t$. Both kernels keep the density positive.

**The bound state with Jackson.** Here $x=5/6$ and $\sin\theta_0=\sqrt{11}/6=0.553$. The rms width is close to $3\times0.0123\times0.553=0.0204$; the full formula gives $0.0203t$. At $E=0$ it is $0.0366t$, and for a level at $E=a$ it would be $0.0023t$. The full width at half height is $0.0482t$. A Gaussian of the same rms width would have $\sqrt{8\ln2}\times0.020321=0.04785t$, within 1% of this, and a height $0.6/(\sqrt{2\pi}\times0.020321)=11.8/t$, against $12.0/t$ found. In width and height the core is close to a Gaussian.

**The bound state with Lorentz.** Now $\kappa=4/256=0.0156$ and $\eta=3\times0.553\times0.0156=0.0259t$, whereas at $E=0$ it is $0.0469t$. The measured full width is $0.0547t$, about 6% above $2\eta=0.0518t$. The ripple accounts for the direction of this excess. Relative to the centre, at $\varphi=\kappa$ it multiplies the Lorentzian by $(\cosh4-\cos4)/(\cosh4-1)=1.063$, which exceeds 1 because $\cos4<1$. The curve is still above half height there.

The peak height is $7.11/t$, against $7.37/t$ for the exact density at $E_b+i\eta$. The ratio 0.9645 is close to the ripple minimum $\tanh2=0.9640$, which applies at the line centre. Jackson, from the same moments, gives a height of $12.0/t$.

**The whole function.** For $|E|\le2.8t$, the largest deviation of $G_N$ from $G^{(\kappa)}$ is $0.83/t$, or 3.6% of the largest $|G^{(\kappa)}|$, $23.2/t$. With $\lambda=8$ the deviation falls to $0.0078/t$, or 0.07% of a maximum that has itself halved to $11.6/t$. That halving is the price of the doubled $\eta$. These figures compare with $G^{(\kappa)}$. Measured against $G(E+i\eta(E))$ itself, the largest deviation is about 4.5% of the peak for $\lambda=4$, about 3% for $\lambda=8$ and about 7% for $\lambda=16$, because the prefactor and the shift grow with $\kappa$. The remaining values are in the numerical output below.

## Computed results

```
Site shift U = 1.50 t; scale a = 3.00 t; moments N = 256
Lorentz parameter lambda = 4.0; kappa = 0.015625 rad
Chain sites = 257; matrix-vector products = 128
Bound state: energy = 2.5000 t, weight = 0.6000
Moments mu_0..mu_4 = 1.000000 0.500000 -0.055556 -0.111111 -0.351852
Largest moment error against infinite chain = 2.5e-14
Chain with R = 5: first wrong moment n = 12, gap = 0.007707
Test energy z = 0.50+0.30j t; |w| = 0.90372
G(z) by linear solve = -0.24241391-0.33395865j 1/t
G(z) by series, N = 256: -0.24241391-0.33395865j 1/t
Error with 64 moments = 5.46e-04 1/t; bound = 1.07e-02 1/t
Largest g_1 for 12 moments: linear program = 0.970942
Largest g_1 for 12 moments: cos(pi/13) = 0.970942
Fejer g_1 for 12 moments = 0.916667
pi/N = 0.012272 rad
Angular rms width: Jackson = 0.012224 rad, Fejer = 0.088388 rad
Angular full width at half height: Jackson = 0.029069 rad
Angular full width at half height: Fejer = 0.021743 rad
Angular full width at half height: Lorentz = 0.032955 rad
Jackson energy rms width at E = 0: 0.036600 t
Jackson energy rms width at bound state: 0.020321 t
Jackson energy rms width at E = a: 0.002287 t
Lorentz ripple limits = 0.96403, 1.03731
Imitated eta: at E = 0 0.046877 t, at bound state 0.025912 t
Lorentz vs complex energy, lambda = 4: max error = 0.8330 1/t
  largest |G| there = 23.1704 1/t
Lorentz vs complex energy, lambda = 8: max error = 0.007768 1/t
  largest |G| there = 11.6168 1/t
Lowest density, no kernel = -6.6218 1/t
Lowest density, Jackson = 2.58e-07 1/t
Lowest density, Lorentz = 3.87e-03 1/t
Density at E = 0.0 t: exact = 0.101859 1/t
  none, Jackson, Lorentz = 0.092464 0.101856 0.101830 1/t
Density at E = 1.0 t: exact = 0.105015 1/t
  none, Jackson, Lorentz = 0.180485 0.105004 0.106070 1/t
Bound-state full width: Jackson = 0.048197 t, Lorentz = 0.054680 t
Twice the imitated eta at bound state = 0.051824 t
Bound-state height: Jackson = 11.9955 1/t, Lorentz = 7.1102 1/t
Exact density height at E_bound + i eta = 7.3718 1/t
Height ratio Lorentz/exact at i eta = 0.96451
```
